# Drift-driven parabolic oxide growth from forward and backward ion jumps, part 1

(Sections cited here and not found follow in the second part.)

## The physical situation

A metal carries an oxide film, and a fixed voltage is held across the film by an external circuit, for example through an oxygen plasma that touches the outer surface. The metal is positive. Metal ions enter the oxide at the inner face, move outward through it, and form new oxide at the outer face. As the film thickens, the same voltage is spread over a greater distance, and the field falls.

An ion in the oxide sits in a potential well and must cross an energy barrier to reach the next one. A field lowers the barrier in the outward direction, and since the jump rate depends exponentially on the barrier height, the growth rate depends exponentially on the field. This exponential law cannot hold for thick films. At zero field it still predicts a finite outward flux, because ions still jump outward by thermal agitation. A film without any driving force would then grow at a constant rate for ever. What is missing is the jumps in the backward direction, which at zero field are equally frequent.

The question is what the growth law becomes when backward jumps are counted, and how a thick film then grows.

## Model and conventions

The coordinate $X$ runs along the film normal, from the metal towards the outer surface. The field $E$, the voltage $V$ and the ion flux $J$ (ions per area and time) are counted positive when they point or drive outward. The assumptions are these.

1. Mobile ions of charge $ze$, with $e>0$ the elementary charge, jump between equivalent sites a distance $a$ apart along $X$.
2. Without field, an ion jumps at the rate $\Gamma$ in each of the two directions,
$$\Gamma=\nu\,e^{-W/kT},$$
where $W$ is the barrier, $\nu$ the attempt rate, $k$ Boltzmann's constant and $T$ the temperature.
3. The number $n$ of mobile ions per volume is the same everywhere in the film and does not change as the film grows.
4. The mobile ions are dilute, so a target site is practically always free and ions do not hinder each other.
5. The field is uniform. This requires other charges, fixed in the oxide, that balance the charge of the mobile ions. Their role is examined at the end of this part.

## The barrier in a field

The force on an ion is $F=zeE$. For a definite barrier shape take a cosine potential, tilted by the force:
$$U(X)=-\frac W2\cos\frac{2\pi X}{a}-FX .$$
Without tilt the wells lie at multiples of $a$ and the tops lie halfway between them, higher by $W$. With tilt, wells and tops are the points of zero slope:
$$\frac{dU}{dX}=\frac{\pi W}{a}\sin\frac{2\pi X}{a}-F=0
\quad\Rightarrow\quad
\sin\theta=\sigma,\qquad \theta=\frac{2\pi X}{a},\quad \sigma=\frac{Fa}{\pi W}.$$
Wells and tops exist as long as $\sigma<1$. Write $\theta_0=\arcsin\sigma$. The well near the origin is at $\theta_0$, the next top outward is at $\pi-\theta_0$, and the next top inward is at $-\pi-\theta_0$. At the well the cosine is $\cos\theta_0$; at both tops it is $-\cos\theta_0$. The cosine term therefore contributes $W\cos\theta_0$ to both barriers.

The distance from the well to the outward top is $a(\pi-2\theta_0)/2\pi$, over which the force lowers the energy. The forward barrier is
$$W_+=W\cos\theta_0-\frac{Fa(\pi-2\theta_0)}{2\pi}
=W\cos\theta_0+\frac{Fa\,\theta_0}{\pi}-\frac{Fa}{2}.$$
The inward top lies at a distance $a(\pi+2\theta_0)/2\pi$ in the other direction, and the ion must climb against the force:
$$W_-=W\cos\theta_0+\frac{Fa\,\theta_0}{\pi}+\frac{Fa}{2}.$$

The difference $W_--W_+=Fa$ holds without approximation. It does not depend on the cosine shape either: both barriers start from the same well, and the two tops are one period apart, so in any periodic potential their energies differ by $Fa$.

The mean of the two barriers does depend on the shape. With $Fa/\pi=W\sigma$ and $\cos\theta_0=\sqrt{1-\sigma^2}$, it is
$$\frac{W_++W_-}{2}=W\left(\sqrt{1-\sigma^2}+\sigma\arcsin\sigma\right)
\approx W\left(1-\frac{\sigma^2}{2}+\sigma^2\right)
=W+\frac{(Fa)^2}{2\pi^2W}.$$
The last term is of second order in the field. If it is small compared with $kT$, it can be dropped, and the barriers are $W\mp Fa/2$. Half the energy $Fa$ appears in each because the top lies midway between the wells.

Define the dimensionless field
$$x=\frac{Fa}{2kT}=\frac{zeaE}{2kT}.$$
The jump rates are then $\Gamma e^{x}$ forward and $\Gamma e^{-x}$ backward. The attempt rate has been taken as independent of the field.

## Counting the jumps

Divide the oxide into planes of sites, a distance $a$ apart. If the density near plane $i$ is $n_i$, that plane holds $n_ia$ mobile ions per area. Through a surface between planes $i$ and $i+1$, ions pass outward from plane $i$ and inward from plane $i+1$. The net flux is
$$J=a\Gamma\left(n_i\,e^{x}-n_{i+1}\,e^{-x}\right).$$
For uniform density both $n_i$ and $n_{i+1}$ equal $n$, and
$$J=na\Gamma\left(e^{x}-e^{-x}\right)=2na\Gamma\sinh x .$$

This is the hyperbolic sine law. Three features follow at once.

- At zero field $x=0$ and $J=0$. The defect of the exponential law is gone.
- The ratio of backward to forward jumps is $e^{-2x}=e^{-zeaE/kT}$. For $x\gg1$ the backward jumps are negligible and $J\approx na\Gamma e^{x}$, the exponential field law.
- For $x\ll1$ the flux is $J\approx2na\Gamma x$, proportional to the field. The two large opposing streams nearly cancel, and the small difference is what remains.

The barrier need not be symmetric. If the top lies at a fraction $\alpha$ of the jump length from the well, the forward rate is $\Gamma e^{2\alpha x}$ and the backward rate is $\Gamma e^{-2(1-\alpha)x}$. Taking out the common factor $e^{(2\alpha-1)x}$ gives
$$J=na\Gamma\left(e^{2\alpha x}-e^{-2(1-\alpha)x}\right)
=2na\Gamma\,e^{(2\alpha-1)x}\sinh x .$$
The weak-field limit is again $2na\Gamma x$. It does not need a symmetric barrier, although for $\alpha\neq\tfrac12$ the first correction to it is of relative order $x$ instead of $x^2$. From here on $\alpha=\tfrac12$.

## A comparison that assumes no jump rates

The derivation replaced continuous motion in a potential by jumps. For a strongly damped ion this can be judged, since its mean velocity in the tilted cosine potential can be computed from an integral.

Let $p(X)$ be the steady probability density within one period and $D_0$ the diffusion coefficient the ion would have without barriers. The probability current is
$$j=-D_0\left(\frac{dp}{dX}+\frac{p}{kT}\frac{dU}{dX}\right)
=-D_0\,e^{-U/kT}\frac{d}{dX}\left(p\,e^{U/kT}\right),$$
and it is constant in the steady state. Multiply by $e^{U/kT}$ and integrate from $X$ to $X+a$. The density is periodic and $U(X+a)=U(X)-Fa$, so the bracket at the upper limit is $e^{-2x}$ times the one at the lower limit:
$$p(X)\,e^{U(X)/kT}\left(1-e^{-2x}\right)=\frac{j}{D_0}\int_0^a e^{U(X+Y)/kT}\,dY .$$
Solve for $p(X)$ and require that its integral over one period be 1:
$$1=\frac{j}{D_0(1-e^{-2x})}\,I,\qquad
I=\int_0^a\!dX\int_0^a\!dY\;e^{[U(X+Y)-U(X)]/kT}.$$
One ion per period moving with mean velocity $v$ gives a current $j=v/a$, so
$$v=\frac{aD_0\left(1-e^{-2x}\right)}{I}.$$

In the limit of weak field $v\to2aD_0x/I_0$, where $I_0$ is the value of $I$ without tilt. The hopping model gives $v=J/n=2a\Gamma\sinh x\to2a\Gamma x$. The two agree if $\Gamma=D_0/I_0$, which fixes $\Gamma$. No freedom is then left at finite field, and the ratio of the computed velocity to $2a\Gamma\sinh x$ is a test of the hyperbolic sine.

For $W=1.10$ eV, $T=600$ K, $a=0.25$ nm and $z=3$, the ratio is 0.988 at 1.5 MV/cm ($x=1.09$) and 0.99995 at 0.1 MV/cm ($x=0.073$). Most of the missing 1.2 % at the higher field is the second-order rise of the mean barrier. There $Fa=0.1125$ eV, and the rise is $0.1125^2/(2\pi^2\times1.10)$ eV $=0.58$ meV. With $kT=0.0517$ eV this lowers the rate by the factor $e^{-0.00058/0.0517}=0.989$.

## Drift and diffusion at weak field

If the density varies slowly, let $n$ be its value midway between two planes. Then $n_i=n-\tfrac a2\,dn/dX$ and $n_{i+1}=n+\tfrac a2\,dn/dX$, and the flux becomes
$$J=a\Gamma\left[n\left(e^{x}-e^{-x}\right)-\frac a2\frac{dn}{dX}\left(e^{x}+e^{-x}\right)\right]
=2na\Gamma\sinh x-a^2\Gamma\cosh x\,\frac{dn}{dX}.$$
For $x\ll1$, replace $\sinh x$ by $x=zeaE/2kT$ and $\cosh x$ by 1:
$$J=n\mu E-D\frac{dn}{dX},\qquad D=a^2\Gamma,\qquad \mu=\frac{ze\,a^2\Gamma}{kT}=\frac{zeD}{kT}.$$
The first term is drift, with mobility $\mu$. The second is diffusion. The relation between $\mu$ and $D$ is the Einstein relation; it appears because the same jumps carry both.

In a film of uniform density the second term vanishes. The flux is then drift alone, although each ion still makes random jumps in both directions.

## What keeps the density uniform

The mobile ions carry the charge density $zen$. Alone they would bend the field strongly, and a uniform density could not coexist with a uniform field. Suppose therefore that the oxide contains a fixed charge density $-zeN$, for instance frozen-in impurities of lower valence, with $N$ the same everywhere. Both charges are treated as smooth densities, and the mobile ions are assumed not to be bound to the fixed charges. This is an idealization; it fails when the ions are farther apart than the screening length found below, or when their attraction to single fixed charges is much larger than $kT$. Let $\varepsilon$ be the permittivity of the oxide. At weak field the steady state obeys
$$D\frac{dn}{dX}=n\mu E-J,\qquad \varepsilon\frac{dE}{dX}=ze(n-N).$$
The uniform state $n=N$, $J=N\mu E$ solves both equations. To see what happens to a disturbance, measure lengths in units of the screening length and fields in matching units:
$$\lambda=\sqrt{\frac{\varepsilon kT}{z^2e^2N}},\qquad \xi=\frac X\lambda,\qquad m=\frac nN,\qquad g=\frac{zeE\lambda}{kT}.$$
Dividing the first equation by $DN/\lambda$ and using $\mu/D=ze/kT$ gives the first line below. Multiplying the second by $ze\lambda^2/(\varepsilon kT)$ gives the other:
$$\frac{dm}{d\xi}=mg-\frac{J\lambda}{DN},\qquad \frac{dg}{d\xi}=m-1 .$$
Now put $m=1+\delta m$, and write $g+\delta g$ for the field, where $g$ is its uniform value. To first order
$$\frac{d\,\delta m}{d\xi}=g\,\delta m+\delta g,\qquad \frac{d\,\delta g}{d\xi}=\delta m .$$
For solutions proportional to $e^{q\xi}$ the second equation gives $\delta m=q\,\delta g$. The first then gives $q^2=gq+1$, so
$$q=\frac g2\pm\sqrt{1+\frac{g^2}{4}} .$$
One root is negative. It describes a disturbance that starts at the inner face and dies away outward over the length
$$\ell=\frac{\lambda}{\sqrt{1+g^2/4}-g/2}.$$
The positive root belongs to the outer face and dies away inward over a shorter length. Between the two layers the density is pinned to $N$ by neutrality, even if its values at the faces differ moderately from $N$, provided the film is much thicker than $\ell$. An inner face with a density far below $N$ is outside this linear argument: the field there must be much higher to carry the same flux, and the disturbed layer can be much thicker than $\ell$.

The linear argument can be compared with a numerical solution of the full equations. Take a film of thickness $80\lambda$ under the voltage $40\,kT/ze$, with the density held at $1.3N$ at the inner face and at $0.8N$ at the outer one. The density in the middle comes out as $1.000000\,N$, and the flux is 1.014 times that of a wholly uniform film under the same voltage. The sign of the excess follows from $\delta g=\delta m/q$. At the inner face $\delta m>0$ and $q<0$; at the outer face $\delta m<0$ and $q>0$. The field is lowered in both layers, and the interior takes slightly more of the voltage.

# Part II. From the flux to the growth law

## Symbols and results taken over

Ions of charge $ze$ jump over the distance $a$ at the zero-field rate $\Gamma$ in each direction. Their density $n$ is uniform, held by a fixed countercharge, and the voltage $V$ falls over the film thickness $L$. Part I gave the flux
$$J=2na\Gamma\sinh x,\qquad x=\frac{zeaE}{2kT},$$
and for weak field and slowly varying density
$$J=n\mu E-D\frac{dn}{dX},\qquad D=a^2\Gamma,\qquad \mu=\frac{zeD}{kT}.$$
Disturbances of the density at the inner face reach a distance $\ell$ into the film, given by the screening length $\lambda$ and the field.

Counting jumps in both directions gives a flux proportional to $\sinh x$, which vanishes at zero field and becomes ordinary drift at weak field when the density is uniform. It remains to turn this flux into a growth law for the film and to find how a thick film grows.
